# Nuclear-Charge Derivatives of Atomic Energies and the Thomas-Fermi 3/7 Relation: a numerical check

```python
# Result under test (Hartree atomic units, fixed point nucleus of charge Z):
#   (dE/dZ)_N = V0 = -integral rho(r)/r      potential of the electrons at the nucleus
#   (dI/dZ)_N = integral f(r)/r,  f = rho_N - rho_(N-1)   removal Fukui potential there
#   Thomas-Fermi (TF) theory: E = (3/7)(Z*V0 + N*mu), mu = (dE/dN)_Z, mu = 0 if N = Z
# E: total energy, I = E(N-1) - E(N): ionization energy, rho: electron density.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp, cumulative_trapezoid, trapezoid
from scipy.optimize import brentq
from pyscf import gto, scf, fci, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def close(a, b, rel=0.0, tol=0.0):
    return abs(a - b) <= tol + rel * abs(b)


# ---------- beryllium: full configuration interaction in a fixed basis ----------
s_exponents = [0.05 * 3.2**k for k in range(9)]
p_exponents = [0.18, 0.60]
be_shells = [[0, [a, 1.0]] for a in s_exponents] + [[1, [a, 1.0]] for a in p_exponents]
be = gto.M(atom="Be", basis={"Be": be_shells}, verbose=0)
be_hf = scf.RHF(be)
be_hf.conv_tol = 1e-12
be_hf.kernel()
orbitals = be_hf.mo_coeff
n_orb = orbitals.shape[1]
inverse_r_ao = -be.intor("int1e_nuc") / 4.0
kinetic_mo = orbitals.T @ be.intor("int1e_kin") @ orbitals
inverse_r_mo = orbitals.T @ inverse_r_ao @ orbitals
repulsion_mo = ao2mo.kernel(be, orbitals)


def fci_state(Z, electrons):
    """Ground-state energy and density matrix in the atomic-orbital basis."""
    solver = fci.direct_spin1.FCI()
    solver.verbose = 0
    solver.conv_tol = 1e-11
    solver.max_cycle = 200
    energy, vector = solver.kernel(kinetic_mo - Z * inverse_r_mo, repulsion_mo,
                                   n_orb, electrons)
    dm = solver.make_rdm1(vector, n_orb, electrons)
    return energy, orbitals @ dm @ orbitals.T


# radial quadrature of the density, sampled along one direction (S states)
nodes, weights = np.polynomial.legendre.leggauss(400)
r_quad = (1 + nodes) / (1 - nodes)
w_quad = weights * 2 / (1 - nodes)**2
direction = np.array([1.0, 2.0, 2.0]) / 3.0
ao_values = be.eval_gto("GTOval_sph", r_quad[:, None] * direction)


def radial_density(dm):
    return np.einsum("gi,ij,gj->g", ao_values, dm, ao_values)


def charge(rho):
    return np.sum(w_quad * 4 * np.pi * r_quad**2 * rho)


def mean_inverse_r(rho):
    return np.sum(w_quad * 4 * np.pi * r_quad * rho)


neutral, cation = (2, 2), (2, 1)
E4, dm4 = fci_state(4.0, neutral)
E3, dm3 = fci_state(4.0, cation)
rho4, rho3 = radial_density(dm4), radial_density(dm3)
V0_be, V0_cation = -mean_inverse_r(rho4), -mean_inverse_r(rho3)
fukui = rho4 - rho3
fukui_potential = mean_inverse_r(fukui)
assert close(charge(rho4), 4, tol=1e-4) and close(charge(fukui), 1, tol=1e-4)

step = 0.01
E4_up, E4_down = fci_state(4 + step, neutral)[0], fci_state(4 - step, neutral)[0]
E3_up, E3_down = fci_state(4 + step, cation)[0], fci_state(4 - step, cation)[0]
dE_dZ = (E4_up - E4_down) / (2 * step)
dI_dZ = ((E3_up - E4_up) - (E3_down - E4_down)) / (2 * step)
# tolerance: finite-difference error of order step^2 and sampled density
assert close(dE_dZ, V0_be, tol=5e-5)
assert close(dI_dZ, fukui_potential, tol=5e-5)

I_be = E3 - E4
I_b_plus = fci_state(5.0, cation)[0] - fci_state(5.0, neutral)[0]
I_b_plus_linear = I_be + fukui_potential

# orbital part and relaxation part at the Hartree-Fock level
be_cation = gto.M(atom="Be", basis={"Be": be_shells}, charge=1, spin=1, verbose=0)
cation_hf = scf.ROHF(be_cation)
cation_hf.conv_tol = 1e-12
cation_hf.kernel()
assert be_hf.converged and cation_hf.converged
orbital_2s = orbitals[:, 1]
frozen_part = orbital_2s @ inverse_r_ao @ orbital_2s
cation_dm = np.asarray(cation_hf.make_rdm1()).sum(axis=0)
hf_fukui_potential = np.sum((be_hf.make_rdm1() - cation_dm) * inverse_r_ao)
relaxation_part = hf_fukui_potential - frozen_part
assert relaxation_part < 0

# ---------- Thomas-Fermi theory ----------
C_F = 0.3 * (3 * np.pi**2)**(2 / 3)


def tf_functional(Z, r, rho):
    """Energy, electron number, V0 and Hartree potential from the definitions."""
    u = np.log(r)
    shell = 4 * np.pi * r**3 * rho
    inner = cumulative_trapezoid(shell, u, initial=0)
    partial = cumulative_trapezoid(shell / r, u, initial=0)
    hartree = inner / r + partial[-1] - partial
    kinetic = C_F * trapezoid(4 * np.pi * r**3 * rho**(5 / 3), u)
    energy = kinetic - Z * partial[-1] + 0.5 * trapezoid(shell * hartree, u)
    return energy, inner[-1], -partial[-1], hartree


# scaling of the functional for a trial density that is not a TF solution
trial_r = np.geomspace(1e-10, 60, 20001)
trial = lambda r: 3.0 * np.exp(-1.7 * r)
lam = 2.0
E_trial, N_trial = tf_functional(5.0, trial_r, trial(trial_r))[:2]
scaled_trial = lam**2 * trial(lam**(1 / 3) * trial_r)
E_scaled, N_scaled = tf_functional(lam * 5.0, trial_r, scaled_trial)[:2]
assert close(N_scaled / N_trial, lam, rel=1e-5)
assert close(E_scaled / E_trial, lam**(7 / 3), rel=1e-5)


# screening function phi(x), r = a*x; variables: u = ln x, phi, g = x*dphi/dx
def tf_equation(u, y):
    return [y[1], y[1] + np.exp(1.5 * u) * max(y[0], 0.0)**1.5]


def density_from_screening(Z, x, phi):
    r = 0.5 * (3 * np.pi / 4)**(2 / 3) * Z**(-1 / 3) * x
    return r, (2 * Z * np.maximum(phi, 0) / r)**1.5 / (3 * np.pi**2)


def tf_neutral(Z):
    """Inward integration from the 144/x^3 tail, then rescaling to phi(0) = 1."""
    sigma, eps = (np.sqrt(73) - 7) / 2, 1e-4
    start = [144 * (1 - eps), 144 * (-3 + (3 + sigma) * eps)]
    sol = solve_ivp(tf_equation, (0, -48), start, method="DOP853",
                    t_eval=np.linspace(0, -48, 20001), rtol=1e-11, atol=1e-12)
    phi0 = sol.y[0, -1]
    return density_from_screening(Z, phi0**(1 / 3) * np.exp(sol.t[::-1]),
                                  sol.y[0, ::-1] / phi0)


def ion_edge(u, y):
    return y[0]


ion_edge.terminal = True
ion_edge.direction = -1


def tf_ion(Z, N):
    """Outward integration; the initial slope is chosen to hold N electrons."""
    x0 = 1e-14

    def shoot(slope):
        start = [1 + slope * x0, slope * x0 + 2 * x0**1.5]
        return solve_ivp(tf_equation, (np.log(x0), 6), start, method="DOP853",
                         events=ion_edge, dense_output=True, rtol=1e-11, atol=1e-26)

    def excess(slope):
        return 1 + shoot(slope).y_events[0][0][1] - N / Z

    sol = shoot(brentq(excess, -3.0, -1.589, xtol=1e-13))
    u = np.linspace(np.log(x0), sol.t_events[0][0], 20001)
    return density_from_screening(Z, np.exp(u), sol.sol(u)[0])


def local_mu(Z, r, rho, hartree, r_low, r_high):
    inside = (r > r_low) & (r < r_high)
    return (0.5 * (3 * np.pi**2 * rho)**(2 / 3) - Z / r + hartree)[inside]


Z_tf = 10.0
r_n, rho_n = tf_neutral(Z_tf)
E_n, N_n, V0_n, hartree_n = tf_functional(Z_tf, r_n, rho_n)
mu_n = local_mu(Z_tf, r_n, rho_n, hartree_n, 0.1, 10.0)
assert close(N_n, Z_tf, rel=1e-5)
assert np.max(np.abs(mu_n)) < 1e-3
assert close(E_n, 3 / 7 * Z_tf * V0_n, rel=1e-5)
tf_coefficient = E_n / Z_tf**(7 / 3)

Z_ion, N_ion = 20.0, 10.0
r_i, rho_i = tf_ion(Z_ion, N_ion)
E_i, N_i, V0_i, hartree_i = tf_functional(Z_ion, r_i, rho_i)
r_edge = r_i[-1]
mu_i = -(Z_ion - N_ion) / r_edge
assert close(N_i, N_ion, rel=1e-5)
mu_samples = local_mu(Z_ion, r_i, rho_i, hartree_i, 0.1 * r_edge, 0.95 * r_edge)
assert np.max(np.abs(mu_samples - mu_i)) < 1e-3


def tf_energy(Z, N):
    return tf_functional(Z, *tf_ion(Z, N))[0]


d = 0.1
tf_dE_dZ = (tf_energy(Z_ion + d, N_ion) - tf_energy(Z_ion - d, N_ion)) / (2 * d)
tf_dE_dN = (tf_energy(Z_ion, N_ion + d) - tf_energy(Z_ion, N_ion - d)) / (2 * d)
# tolerance: finite-difference error of order d^2
assert close(tf_dE_dZ, V0_i, rel=1e-3)
assert close(tf_dE_dN, mu_i, rel=1e-3)
E_i_relation = 3 / 7 * (Z_ion * V0_i + N_ion * mu_i)
assert close(E_i, E_i_relation, rel=1e-5)

# ---------- real atoms: nonrelativistic Hartree-Fock ----------
atom_rows = []
for symbol, Z in [("He", 2), ("Be", 4), ("Ne", 10), ("Ar", 18), ("Kr", 36)]:
    shells = [[0, [0.05 * 2.5**k, 1.0]] for k in range(19)]
    if Z > 4:
        shells += [[1, [0.05 * 2.5**k, 1.0]] for k in range(13)]
    if Z > 18:
        shells += [[2, [0.20 * 2.5**k, 1.0]] for k in range(9)]
    atom = gto.M(atom=symbol, basis={symbol: shells}, verbose=0)
    mf = scf.RHF(atom)
    mf.conv_tol = 1e-9
    E_hf = mf.kernel()
    dm = mf.make_rdm1()
    kinetic = np.sum(dm * atom.intor("int1e_kin"))
    V0_hf = np.sum(dm * atom.intor("int1e_nuc")) / Z
    assert mf.converged and close(-E_hf / kinetic, 1, tol=2e-4)
    estimate = 3 / 7 * Z * V0_hf
    E_tf = tf_coefficient * Z**(7 / 3)
    assert abs(estimate / E_hf - 1) < 0.05
    assert abs(estimate - E_hf) < abs(E_tf - E_hf)
    atom_rows.append((symbol, Z, E_hf, V0_hf, estimate, E_tf))

# ---------- printed results ----------
print("BERYLLIUM, FCI, uncontracted 9s2p basis (hartree atomic units)")
print("s exponents (bohr^-2):", " ".join(f"{a:.4g}" for a in s_exponents))
print("p exponents (bohr^-2):", " ".join(f"{a:.4g}" for a in p_exponents))
print(f"E(Be), hartree                          {E4:.6f}")
print(f"E(Be+), hartree                         {E3:.6f}")
print(f"step in Z for finite differences        {step}")
print(f"E(Z=4+step, N=4), hartree               {E4_up:.6f}")
print(f"E(Z=4-step, N=4), hartree               {E4_down:.6f}")
print(f"dE/dZ by finite difference, hartree     {dE_dZ:.5f}")
print(f"V0(Be) from density, hartree/e          {V0_be:.5f}")
print(f"V0(Be+) from density, hartree/e         {V0_cation:.5f}")
print(f"integral of Fukui function              {charge(fukui):.6f}")
print(f"dI/dZ by finite difference, hartree     {dI_dZ:.5f}")
print(f"Fukui potential at nucleus, 1/bohr      {fukui_potential:.5f}")
print(f"I(Be), hartree                          {I_be:.5f}")
print(f"I(Be), eV                               {I_be * HARTREE_EV:.3f}")
print(f"I(B+) first-order estimate, hartree     {I_b_plus_linear:.5f}")
print(f"I(B+) direct FCI same basis, hartree    {I_b_plus:.5f}")
print("Hartree-Fock split of the Fukui potential of Be (1/bohr)")
print(f"2s orbital part                         {frozen_part:.5f}")
print(f"relaxation part                         {relaxation_part:.5f}")
print(f"sum                                     {hf_fukui_potential:.5f}")
print(f"THOMAS-FERMI NEUTRAL ATOM, Z = N = {Z_tf:.0f}")
print(f"E from functional, hartree              {E_n:.4f}")
print(f"V0 from density, hartree/e              {V0_n:.4f}")
print(f"(3/7) Z V0, hartree                     {3 / 7 * Z_tf * V0_n:.4f}")
print(f"largest |mu| for r in 0.1-10 bohr       {np.max(np.abs(mu_n)):.1e} hartree")
print(f"E/Z^(7/3), hartree                      {tf_coefficient:.5f}")
print(f"V0/Z^(4/3), hartree/e                   {V0_n / Z_tf**(4 / 3):.5f}")
print(f"THOMAS-FERMI ION, Z = {Z_ion:.0f}, N = {N_ion:.0f}")
print(f"edge radius, bohr                       {r_edge:.5f}")
print(f"mu = -(Z-N)/edge radius, hartree        {mu_i:.4f}")
print(f"dE/dN by finite difference, hartree     {tf_dE_dN:.4f}")
print(f"V0 from density, hartree/e              {V0_i:.4f}")
print(f"dE/dZ by finite difference, hartree     {tf_dE_dZ:.4f}")
print(f"E from functional, hartree              {E_i:.3f}")
print(f"(3/7)(Z V0 + N mu), hartree             {E_i_relation:.3f}")
print(f"(3/7) Z V0 alone, hartree               {3 / 7 * Z_ion * V0_i:.3f}")
print("HARTREE-FOCK ATOMS (energies in hartree, V0 in hartree/e)")
print("atom  Z   E(HF)       V0         (3/7)Z V0   error %  E(TF)      E/(Z V0)")
for symbol, Z, E_hf, V0_hf, estimate, E_tf in atom_rows:
    print(f"{symbol:4s} {Z:3d} {E_hf:10.3f} {V0_hf:10.4f} {estimate:11.3f} "
          f"{100 * (estimate / E_hf - 1):8.2f} {E_tf:10.3f} {E_hf / (Z * V0_hf):9.4f}")
print(f"3/7 = {3 / 7:.4f}")
print("all tests passed")
```

It prints:

```
BERYLLIUM, FCI, uncontracted 9s2p basis (hartree atomic units)
s exponents (bohr^-2): 0.05 0.16 0.512 1.638 5.243 16.78 53.69 171.8 549.8
p exponents (bohr^-2): 0.18 0.6
E(Be), hartree                          -14.627564
E(Be+), hartree                         -14.290233
step in Z for finite differences        0.01
E(Z=4+step, N=4), hartree               -14.711952
E(Z=4-step, N=4), hartree               -14.543423
dE/dZ by finite difference, hartree     -8.42642
V0(Be) from density, hartree/e          -8.42642
V0(Be+) from density, hartree/e         -7.96621
integral of Fukui function              1.000000
dI/dZ by finite difference, hartree     0.46022
Fukui potential at nucleus, 1/bohr      0.46022
I(Be), hartree                          0.33733
I(Be), eV                               9.179
I(B+) first-order estimate, hartree     0.79755
I(B+) direct FCI same basis, hartree    0.91672
Hartree-Fock split of the Fukui potential of Be (1/bohr)
2s orbital part                         0.52209
relaxation part                         -0.08658
sum                                     0.43551
THOMAS-FERMI NEUTRAL ATOM, Z = N = 10
E from functional, hartree              -165.6211
V0 from density, hartree/e              -38.6449
(3/7) Z V0, hartree                     -165.6211
largest |mu| for r in 0.1-10 bohr       4.0e-06 hartree
E/Z^(7/3), hartree                      -0.76875
V0/Z^(4/3), hartree/e                   -1.79374
THOMAS-FERMI ION, Z = 20, N = 10
edge radius, bohr                       0.96277
mu = -(Z-N)/edge radius, hartree        -10.3866
dE/dN by finite difference, hartree     -10.3874
V0 from density, hartree/e              -88.1783
dE/dZ by finite difference, hartree     -88.1783
E from functional, hartree              -800.328
(3/7)(Z V0 + N mu), hartree             -800.328
(3/7) Z V0 alone, hartree               -755.814
HARTREE-FOCK ATOMS (energies in hartree, V0 in hartree/e)
atom  Z   E(HF)       V0         (3/7)Z V0   error %  E(TF)      E/(Z V0)
He     2     -2.862    -3.3746      -2.892     1.08     -3.874    0.4240
Be     4    -14.573    -8.4091     -14.416    -1.08    -19.525    0.4332
Ne    10   -128.547   -31.1132    -133.342     3.73   -165.621    0.4132
Ar    18   -526.815   -69.7249    -537.878     2.10   -652.757    0.4198
Kr    36  -2752.014  -182.8438   -2821.019     2.51  -3289.689    0.4181
3/7 = 0.4286
all tests passed
```
